# The Quadrupole Mass Filter's First Stability Region from Monodromy Matrices

An argon plasma leaks ions through a small orifice into a mass analyser: four parallel rods carrying a dc and a radio-frequency voltage. An ion of 40 u should travel along the axis to the detector, while its neighbours at 39 u and 41 u should hit the rods. The field has no slot that admits a chosen mass. It pushes and pulls every ion, and selection depends on whether the transverse oscillation stays bounded. For which voltages does it?

## From the rods to two Mathieu equations

Take ideal hyperbolic rods of infinite length, no gas and no space charge. With opposite rod pairs at $\pm(U-V\cos\Omega t)$ relative to the axis, the potential is
$$\phi=(U-V\cos\Omega t)\,\frac{x^2-y^2}{r_0^2}.$$
It satisfies Laplace's equation, because the two second derivatives cancel. For a singly charged positive ion,
$$m\ddot x=-e\,\partial_x\phi=-\frac{2e}{r_0^2}(U-V\cos\Omega t)\,x .$$
Put $\xi=\Omega t/2$, so that $\ddot x=(\Omega^2/4)x''$, with primes for $d/d\xi$. Multiplication by $4/(m\Omega^2)$ gives
$$x''+(a-2q\cos2\xi)x=0,\qquad a=\frac{8eU}{mr_0^2\Omega^2},\quad q=\frac{4eV}{mr_0^2\Omega^2}.$$
The force along $y$ has the opposite sign, so the $y$ equation has $(-a,-q)$ in place of $(a,q)$. One rf cycle is $\xi\to\xi+\pi$.

The equation is linear, so a matrix $M$ carries $(u,u')$ through one cycle. Its determinant is 1, since the Wronskian $u_1u_2'-u_2u_1'$ has zero derivative. The multipliers of $M$ therefore solve
$$\lambda^2-\lambda\,\mathrm{Tr}M+1=0 .$$
If $|\mathrm{Tr}M|<2$, they are distinct and of modulus 1, so all powers of $M$ stay bounded. If $|\mathrm{Tr}M|>2$, one real multiplier exceeds 1 in magnitude and the motion grows. When the inequality holds in both planes, an ion that enters close enough to the axis, with small enough transverse velocity, passes even an infinitely long filter.

Shifting $\xi$ by $\pi/2$ changes the sign of $\cos2\xi$. Starting the cycle at another phase replaces $M$ by $TMT^{-1}$, which has the same trace. For stability, the $y$ plane may thus be treated with $(-a,+q)$.

## Two slices by hand

Half a cycle is enough. Let $H=\begin{pmatrix}c&s\\c'&s'\end{pmatrix}$ carry the state from $0$ to $\pi/2$, and let $R=\mathrm{diag}(1,-1)$. Since $\cos2(\pi-\xi)=\cos2\xi$, the function $v(\xi)=u(\pi-\xi)$ is a solution whenever $u$ is. Its state at $0$ is $R$ times the state of $u$ at $\pi$; at $\pi/2$ the two states also differ by $R$. Applying $H$ to $v$ gives
$$HR\binom{u}{u'}_{\pi}=R\binom{u}{u'}_{\pi/2}.$$
Because $R^{-1}=R$, the second half-cycle has the matrix $RH^{-1}R$, and
$$M=RH^{-1}RH=\begin{pmatrix}s'&s\\c'&c\end{pmatrix}\begin{pmatrix}c&s\\c'&s'\end{pmatrix}.$$
Both diagonal elements are $cs'+sc'$. With $\det H=cs'-sc'=1$,
$$\mathrm{Tr}M-2=4sc',\qquad \mathrm{Tr}M+2=4cs'. \tag{1}$$

Now take $a=0.2$, $q=0.6$, and cut the half-cycle into two slices of length $\tau=\pi/4$. The mean of $\cos2\xi$ is $2/\pi$ in the first and $-2/\pi$ in the second. Replace $w=a-2q\cos2\xi$ by its means, $a\mp4q/\pi=a\mp0.764$.

In the $x$ plane these are $-0.564=-\kappa^2$ and $0.964=k^2$, so $\kappa=0.751$ and $k=0.982$. A constant $w$ gives hyperbolic or circular functions:
$$B_1=\begin{pmatrix}\cosh\kappa\tau&\sinh\kappa\tau/\kappa\\ \kappa\sinh\kappa\tau&\cosh\kappa\tau\end{pmatrix}=\begin{pmatrix}1.179&0.832\\0.469&1.179\end{pmatrix},$$
$$B_2=\begin{pmatrix}\cos k\tau&\sin k\tau/k\\-k\sin k\tau&\cos k\tau\end{pmatrix}=\begin{pmatrix}0.717&0.710\\-0.684&0.717\end{pmatrix}.$$
The later slice stands on the left, $H\approx B_2B_1$. Hence $c=0.717(1.179)+0.710(0.469)=1.178$ and $s'=-0.684(0.832)+0.717(1.179)=0.276$. By (1), $\mathrm{Tr}M_x\approx-2+4(1.178)(0.276)=-0.70$, which is stable.

In the $y$ plane the means are $-0.964$ and $0.564$. The same product gives $s=1.691$ and $c'=0.145$, so $\mathrm{Tr}M_y\approx2+4(1.691)(0.145)=2.98$, which is unstable. This ion is lost in $y$.

The converged traces are $-1.216$ and $2.317$. Two slices give both verdicts correctly at this point, but not accurate traces.

## A better slice

Write the first-order system as $Y'=AY$, $A=\begin{pmatrix}0&1\\-w&0\end{pmatrix}$, and seek the matrix of one slice of length $h$ as $e^{\Theta}$. Repeated integration gives $e^\Theta=1+I_1+I_2+\dots$, where $I_1=\int A$ and $I_2=\iint_{t_1>t_2}A(t_1)A(t_2)$. Taking the logarithm,
$$\Theta=I_1+\left(I_2-\tfrac12I_1^2\right)+\dots=\int A\,dt+\tfrac12\iint_{t_1>t_2}[A(t_1),A(t_2)]\,dt_1dt_2+\dots$$
Measure $t$ from the slice's midpoint. Reversing the slice inverts its matrix, so every term is odd in $h$. The terms cubic in $A$ vanish for constant $A$, which makes them at least of order $h^4$, and by oddness $h^5$. Higher terms are no larger.

With $A\approx A_0+tA_1$, the commutator is $(t_2-t_1)[A_0,A_1]$. Since $\iint_{t_1>t_2}(t_1-t_2)=h^3/6$, the double integral contributes $-\tfrac{h^3}{12}[A_0,A_1]$.

Sample at the Gauss points $t=\mp h/(2\sqrt3)$, calling the matrices $A_-$ and $A_+$. Then $\int A=\tfrac h2(A_-+A_+)+O(h^5)$, while $A_0\approx\tfrac12(A_-+A_+)$ and $A_1\approx\sqrt3(A_+-A_-)/h$. Thus $[A_0,A_1]\approx(\sqrt3/h)[A_-,A_+]$. The commutator $[A_-,A_+]$ is $\mathrm{diag}(w_--w_+,\,w_+-w_-)$, so
$$\Theta=\begin{pmatrix}-\alpha&h\\-h\bar w&\alpha\end{pmatrix},\qquad \alpha=\frac{\sqrt3h^2}{12}(w_--w_+),\quad \bar w=\frac{w_-+w_+}2 .$$
Squaring gives $\Theta^2=-\theta^2\mathbf 1$ with $\theta^2=h^2\bar w-\alpha^2$. The exponential series then sums to
$$e^\Theta=\cos\theta\,\mathbf 1+\frac{\sin\theta}{\theta}\Theta .$$
For negative $\theta^2$ the functions become hyperbolic. The determinant is $\cos^2\theta+(\sin^2\theta/\theta^2)(h^2\bar w-\alpha^2)=1$ for any step size. The hand calculation was the same construction with $\alpha=0$ and slice averages.

A local error of order $h^5$ accumulates to order $h^4$. At the hand example's $x$-plane point, going from 16 to 32 slices reduced the error of $H$ by a factor 15.98, measured against an adaptive integration; fourth order predicts 16.

## Edges as simple roots

By (1), an edge is a zero of one element of $H$. This separates edges that lie close together at small $q$, where the trace passes only slightly beyond $-2$ between them.

- $c'=0$: the even solution has zero slope at $\pi/2$. Call the lowest such $a$ value $a_0(q)$.
- $s'=0$: the odd solution has zero slope at $\pi/2$. Call the lowest such value $b_1(q)$.

Both are lowest eigenvalues of $L=-d^2/d\xi^2+2q\cos2\xi$ with fixed boundary conditions. At $q=0$ the two families are $0,4,16,\dots$ and $1,9,25,\dots$. The added term lies between $-2q$ and $2q$, so no eigenvalue moves by more than $2q$. The trial functions $1$ and $\sin\xi$ give upper bounds $0$ and $1-q$, because $\langle2\cos2\xi\rangle=-1$ in $\sin\xi$. Neither is an eigenfunction for $q>0$. Hence, for $0<q\le1$,
$$-2q<a_0<0,\qquad 1-2q<b_1<1-q,$$
and the next roots, at least $4-2q$ and $9-2q$, lie outside these brackets. Bisection or a faster bracketed solver cannot pick up the wrong edge.

Between $a_0$ and $b_1$ the motion is stable provided $c$ and $s$ have not changed sign. The first zero of $s$ is at least $4-2q$, above $b_1$. The first zero of $c$, called $a_1$, belongs to a solution $\sum A_k\cos(2k+1)\xi$, while $b_1$ belongs to $\sum B_k\sin(2k+1)\xi$. If $a_1=b_1=a$, both coefficient sets would obey
$$[a-(2k+1)^2]A_k=q(A_{k-1}+A_{k+1}),\quad k\ge1,$$
making $A_kB_{k+1}-A_{k+1}B_k$ independent of $k$, and zero because the coefficients decay. But the first rows give $A_1/A_0=(a-1-q)/q$ and $B_1/B_0=(a-1+q)/q$, which differ. So $a_1$ and $b_1$ cannot meet for $q>0$. Near $q=0$ they are $1+q$ and $1-q$, hence $a_1>b_1$ throughout.

Requiring the lowest stable band in both planes gives the first region:
$$\max(a_0,-b_1)<a<\min(b_1,-a_0). \tag{2}$$
On the edges the multipliers coincide and a general solution grows linearly.

## Why there is one apex

Each lowest eigenvalue is the minimum, over trial functions, of an expression linear in $q$. A minimum of straight lines is concave. The phase shift makes $a_0$ even in $q$, and $a_0(0)=0$ while $a_0<0$ elsewhere, so $-a_0$ rises for $q>0$. The slope of $b_1$ at $q=0$ is $-1$, so concavity makes it fall. The sum $b_1+a_0$ decreases from 1 at $q=0$ to a negative value at $q=1$. The curves therefore cross once, and (2) shows that the crossing is the region's highest point.

The edge solver gives:

- $q=0.7$: $-a_0=0.233169$, $b_1=0.243912$, sum $+0.010743$;
- $q=0.8$: $-a_0=0.300393$, $b_1=0.127656$, sum $-0.172737$.

Linear interpolation puts the crossing at $0.7+0.1(0.010743/0.183480)=0.7059$. Continued bracketing gives
$$q_*=0.705996,\qquad a_*=0.236994 .$$
The truncated Fourier-matrix eigenvalue problem gives the same digits. With 4, 8 and 16 slices per half-cycle, the error of $q_*$ relative to that result is $1.09\times10^{-3}$, $6.91\times10^{-5}$ and $4.33\times10^{-6}$.

The region closes on the $q$ axis where $b_1=0$, at $q=0.908$. Beyond it, (2) would require $a$ to exceed a positive number and lie below a negative one.

The small-$q$ limit explains the left edge. Insert $u=1+\epsilon\cos2\xi$ into $Lu=au$. The $\cos2\xi$ terms give $4\epsilon+2q=0$ to leading order, and the constant terms give $a=q\epsilon=-q^2/2$. The left edge is thus $a\approx q^2/2$: the averaged rf focusing must overcome the dc defocusing in $y$. At $q=0.6$ this predicts 0.180 against the computed 0.173.

The algorithm in general is:

1. Multiply slice matrices over half a cycle to obtain $H$.
2. Find $a_0$ from $c'=0$ and $b_1$ from $s'=0$ within their brackets.
3. Find the $q$ at which $b_1+a_0=0$.
4. Use (2) for the interior, and the full traces for individual ions.

## From the apex to mass resolution

At fixed voltages, $a$ and $q$ both vary as $1/m$. All masses lie on a line $a=\rho q$, with $\rho=2U/V$. The band shrinks as $\rho$ approaches $\rho_*=a_*/q_*=0.335687$.

An eigenvalue is stationary under small changes of its eigenfunction, so its slope is $\langle2\cos2\xi\rangle$. At the apex the left edge has slope $s_L=0.64015$ and the right edge $s_R=-1.15434$. Set $\delta=\rho_*-\rho$ and $q=q_*+z$. The line meets an edge of slope $S$ where
$$\rho_*q_*+Sz=\rho(q_*+z)\quad\Rightarrow\quad z=\frac{q_*\delta}{\rho-S}.$$
This is positive on the right and negative on the left. To leading order replace $\rho$ by $\rho_*$ in the denominators. The band width divided by $q_*$ equals $\Delta m/m$, hence
$$\frac{m}{\Delta m}=\frac K\delta,\qquad \frac1K=\frac1{\rho_*-s_R}+\frac1{s_L-\rho_*}=0.671+3.284,$$
so $K=0.2528$. The shallow angle between the line and the left edge supplies most of the width.

## An analyser for argon ions

Let $r_0=3$ mm, the frequency be 2.5 MHz, and the ideal band run from 39.5 to 40.5 u. The linear law asks for $\delta=0.2528/40=0.00632$, or $\rho=0.329367$. Solving with the curved edges gives $\rho=0.329409$, with crossings at $q=0.691477$ and $0.708983$. Since $qm$ is constant, the 40 u ion sits at $q=0.691477(40.5/40)=0.700121$ and $a=\rho q=0.230626$.

For 40 u, $mr_0^2\Omega^2/(4e)=230.16$ V. Therefore
$$V=0.700121(230.16)=161.1\ \mathrm V,\qquad U=\tfrac12\rho V=26.54\ \mathrm V .$$

The traces $(\mathrm{Tr}M_x,\mathrm{Tr}M_y)$ are $(-2.069,1.898)$ at 39 u, $(-1.933,1.968)$ at 40 u and $(-1.806,2.031)$ at 41 u. The lighter neighbour is lost in $x$, the heavier in $y$. For 41 u the growing multiplier is $1.0153+\sqrt{1.0153^2-1}=1.19$ per cycle. A growing component of 0.1 mm needs $\ln30/\ln1.19\approx20$ cycles to reach 3 mm. How large that component is at entry depends on the rf phase, so some ions hit the rods much sooner and others later: entering parallel to the axis at 0.1 mm, 41 u ions reach 3 mm after between about 7 and 38 cycles, half of them within 10. Rod length therefore matters.

With 120 mm rods and 5 eV axial energy, the ion moves at 4911 m/s and sees 61 cycles. Trajectories entering parallel to the axis, displaced by 0.1 mm in both planes at 24 rf phases, all pass at 40 u. The range of masses passing at half height or better is about 0.85 u (0.86 u with 24 phases on a 0.01 u mass grid, 0.84 u with 64 phases on a 0.005 u grid), narrower than the ideal band: bounded motion can still exceed $r_0$. Leakage outside the band amounts to a few thousandths of a u of equivalent width (0.006 u on that coarse sampling, 0.004 u with 48 phases and a 0.002 u grid); for rods four times longer it is much smaller. A linear entrance fringe of length $r_0$, without axial forces, changes the span to about 0.98 u. Ions straight from a plasma may be faster: at 20 eV the cycle count would halve. Round-rod multipoles, misalignment and transverse entry velocity are not included, so these passing shares are not an instrument's transmission.

The band is sensitive to the voltage ratio. Raising $U/V$ by 1% uses about half its distance to the apex and narrows the ideal band to 0.474 u if both voltages are rescaled to keep it centred on 40 u. Without rescaling the band also moves: raising $U$ at fixed $V$ gives 39.59 to 40.06 u, while lowering $V$ at fixed $U$ gives 39.20 to 39.66 u, which excludes the 40 u ion. A uniform 1 nA beam of 1 mm radius displaces the edges by $1.4\times10^{-4}$ in $a$, against a distance of $4.4\times10^{-3}$ between the scan line and the apex. The charge defocuses both planes, so the left edge moves down and the right edge up, and the ideal band narrows by about 2%. At $10^{-5}$ Torr and 300 K, a rough cross-section of $10^{-18}$ m² gives a mean free path of 3.1 m, so an ion flying straight along the axis has about a 4% chance of colliding within the rods. Transverse oscillation lengthens the path and raises this chance. For round rods of radius $1.13r_0$ the gap between neighbours is 2.26 mm, and the peak mean field across it, $2(U+V)$ divided by the gap, or 0.17 kV/mm, is far below the rough 10 kV/mm scale of vacuum breakdown. The numerical output lists the remaining values.

## Table of computed values

```
ALGORITHM (dimensionless)
test point a=0.2, q=0.6: Tr Mx, Tr My = -1.216483, 2.316998
H error at 16, 32 steps: 6.08e-06, 3.80e-07
error ratio on halving the step: 15.98
q=0.6: -a0=0.173445, b1=0.358271, b1+a0=+0.184826
q=0.7: -a0=0.233169, b1=0.243912, b1+a0=+0.010743
q=0.8: -a0=0.300393, b1=0.127656, b1+a0=-0.172737
apex q, monodromy: 0.70599607
apex a, monodromy: 0.23699399
apex q, a, Fourier: 0.70599607, 0.23699399
apex q error, 4 steps per half period: +1.09e-03
apex q error, 8 steps per half period: +6.91e-05
apex q error, 16 steps per half period: +4.33e-06
region closes on the q axis at q = 0.908046
map points tested, stable: 3000, 480
excursion in 200 cycles, a 0.01 below apex: 11.88
excursion in 200 cycles, a 0.01 above apex: 1.8e+30
edge slopes s_L, s_R: 0.64015, -1.15434
apex ratio a/q, U/V: 0.335687, 0.167844
resolution constant K, K/2: 0.25280, 0.12640
EXAMPLE
ion mass, ideal band width: 40.0, 1.0 u
r0, rod length: 3.0, 120 mm
frequency: 2.5 MHz; axial energy: 5.0 eV
scan ratio a/q exact, linear law: 0.329409, 0.329367
scan line crosses edges at q = 0.691477, 0.708983
ion working point q, a: 0.700121, 0.230626
V, U: 161.136, 26.540 V; U/V = 0.164704
39 u: Tr Mx=-2.06876, Tr My=1.89765
40 u: Tr Mx=-1.93328, Tr My=1.96766
41 u: Tr Mx=-1.80562, Tr My=2.03069
NEGLECTED EFFECTS
ion speed: 4911 m/s; rf cycles in rods: 61.1
entry offset: 0.10 mm; phases: 24
passing share at 40 u, sharp entrance: 1.000
passing share at 40 u, with fringe: 1.000
largest passing share, sharp, fringe: 1.000, 1.000
half-height span, sharp, fringe: 0.86, 0.98 u
leakage outside band, 61 cycles: 0.0063 u
leakage outside band, 244 cycles: 0.0000 u
rf cycles in fringe of length r0: 1.53
gas: 1e-05 Torr, 300 K, cross-section 1e-18 m2
mean free path: 3.11 m; length/path: 0.039
beam: 1 nA, radius 1 mm
space-charge shift of a: 1.43e-04
scan line below apex, in a: 4.43e-03
ideal band if U/V is 1% high: 0.474 u
rod radius, gap: 3.39, 2.26 mm
peak mean field between rods: 0.166 kV/mm
```
